# Stray field of a perpendicular magnetic disk and its neighbour

## Problem

A circular disk has diameter 40 nm and thickness 2 nm. It is magnetized uniformly along its axis, with magnetization \(M = 1\times10^{6}\) A/m. These are rough values for a perpendicular layer in a magnetic memory cell.

1. Derive the magnetic field \(B\) on the axis at height \(z\) above the midplane, and evaluate it at \(z=3\) nm.
2. Obtain the same field from magnetic charges on the two faces. Use this picture to explain how the result compares with \(\mu_0M\).
3. Find the thin-disk, distant and wide-disk limits, and decide which of them serve at \(z=3\) nm.
4. A second disk, identical to the first, is centred on the same axis at \(z=3\) nm, so that a gap of 1 nm separates the two. Is the axis field a fair measure of what this neighbour feels? Which relative orientation does the stray field favour, and by how much energy?
5. Estimate how the field changes if (i) an equal disk of opposite magnetization is centred 3 nm below the first, (ii) the outer 1 nm of the rim is magnetically dead, or (iii) the disk warms from 300 K to 400 K.

## Solution

### Conventions

The algebra uses atomic units, in which \(\hbar=m_e=e=4\pi\varepsilon_0=1\) and the speed of light is \(c=137.036\). Since \(\mu_0\varepsilon_0=1/c^2\), the magnetic constant is \(\mu_0=4\pi/c^2\), and the factor \(\mu_0/4\pi\) in the Biot–Savart law becomes \(1/c^2\). Fields are defined as in SI, so \(\mathbf B=\mu_0(\mathbf H+\mathbf M)\). Numerical results are in nm, mT and eV.

The disk has radius \(R=20\) nm and thickness \(t=2\) nm, and occupies \(-t/2<z'<t/2\). Its magnetization points along \(+z\) and is taken to be rigid: neither its size nor its direction responds to any field.

### 1. The field from the rim current

Cut the disk into slices of height \(dz'\), and each slice into small cells of area \(a\). A cell has magnetic moment \(M\,a\,dz'\). A current \(I\) around its edge gives the moment \(Ia\), so the cell is equivalent to a loop carrying \(I=M\,dz'\). Two adjacent cells carry equal and opposite currents along their common wall, because \(M\) is the same in both. These currents cancel, and only the outer rim is left. Each slice is therefore equivalent to one loop of radius \(R\) with current

\[
dI = M\,dz' ,
\]

running counterclockwise when seen from above.

Consider one such loop, and a point on the axis at height \(s\) above its plane. With cylindrical unit vectors \(\hat\rho,\hat\varphi,\hat z\), an element of the loop is \(d\boldsymbol\ell=R\,d\varphi\,\hat\varphi\), and the vector from it to the point is \(\mathbf r=-R\hat\rho+s\hat z\). Using \(\hat\varphi\times\hat\rho=-\hat z\) and \(\hat\varphi\times\hat z=\hat\rho\),

\[
d\boldsymbol\ell\times\mathbf r = R^2 d\varphi\,\hat z + R s\,d\varphi\,\hat\rho .
\]

The second term averages to zero around the loop, because \(\hat\rho\) points equally in all horizontal directions. The distance \(r=\sqrt{R^2+s^2}\) is the same for every element, so the Biot–Savart law gives

\[
dB=\frac{dI}{c^2}\,\frac{2\pi R^2}{(R^2+s^2)^{3/2}} .
\]

For the slice at \(z'\), \(s=z-z'\). As \(z'\) runs from \(-t/2\) to \(t/2\), \(s\) runs from \(z+t/2\) down to \(z-t/2\). The minus sign in \(dz'=-ds\) restores the increasing order of the limits:

\[
B(z)=\frac{2\pi M}{c^2}\int_{z-t/2}^{z+t/2}\frac{R^2\,ds}{(R^2+s^2)^{3/2}} .
\]

The integrand is a derivative, since

\[
\frac{d}{ds}\frac{s}{\sqrt{R^2+s^2}}
=\frac{1}{\sqrt{R^2+s^2}}-\frac{s^2}{(R^2+s^2)^{3/2}}
=\frac{R^2}{(R^2+s^2)^{3/2}} .
\]

Hence, with \(u=z+t/2\) and \(v=z-t/2\),

\[
\boxed{B(z)=\frac{2\pi M}{c^2}\left[\frac{u}{\sqrt{R^2+u^2}}-\frac{v}{\sqrt{R^2+v^2}}\right]}
\]

The field points along the magnetization, because \(u>v\) and \(s/\sqrt{R^2+s^2}\) increases with \(s\).

At \(z=3\) nm, \(u=4\) nm and \(v=2\) nm. The prefactor is half of \(\mu_0M\), which is 628.3 mT. The bracket is

\[
\frac{4}{\sqrt{416}}-\frac{2}{\sqrt{404}}=0.1961-0.0995=0.0966 ,
\]

and therefore

\[
B = 628.3\ \text{mT}\times0.0966 = 60.7\ \text{mT}\approx 61\ \text{mT},
\]

or \(2.58\times10^{-7}\) atomic units of field.

The derivation treats the magnetization as continuous. Replacing it by point dipoles on a simple cubic lattice of spacing 0.25 nm, with the same moment per volume, and summing their fields also gives 60.7 mT when the axis passes between lattice columns. Shifting the lattice sideways changes which sites fall inside the rim and moves the sum by less than 0.1 mT (60.8 mT with a column on the axis). At this height the atomic graininess does not affect the result of 61 mT.

### 2. The same field from charged faces

There are no free currents, so \(\nabla\times\mathbf H=0\). From \(\nabla\cdot\mathbf B=0\) it follows that \(\nabla\cdot\mathbf H=-\nabla\cdot\mathbf M\). Thus \(\mathbf H\) behaves like an electrostatic field whose charge density is \(-\nabla\cdot\mathbf M\). For uniform \(M\) this charge sits on the faces, with surface density \(+M\) on top and \(-M\) below.

Take a face of density \(+M\) and a point on the axis at distance \(a\) above it. A ring of radius \(\rho\) has charge \(2\pi\rho M\,d\rho\), and its axial field carries the factor \(a/(\rho^2+a^2)^{3/2}\). Outside the disk \(B=\mu_0H\), so

\[
B_{\rm face}(a)=\frac{2\pi M}{c^2}\int_0^R\frac{a\rho\,d\rho}{(\rho^2+a^2)^{3/2}}
=\frac{2\pi M}{c^2}\left[1-\frac{a}{\sqrt{R^2+a^2}}\right].
\]

The point at \(z=3\) nm lies \(v=2\) nm above the top face and \(u=4\) nm above the bottom face. Subtracting the two contributions cancels the 1 in each bracket and reproduces the boxed formula. In numbers,

\[
B = 565.8\ \text{mT}-505.1\ \text{mT}=60.7\ \text{mT}.
\]

This explains the size of the result. The full \(\mu_0M\) is about 1257 mT, twenty times larger than the field found. Each face alone produces a field of several hundred millitesla, but both faces look wide from so close, and they carry opposite charges. What survives is the small difference in how completely they fill the view from the field point.

### 3. Limits

**Thin disk.** If \(t\) is small compared with \(\sqrt{R^2+z^2}\), the integrand in part 1 hardly varies over the range of integration. Replacing it by its value at the midpoint \(s=z\) gives

\[
B\approx\frac{2\pi M}{c^2}\,\frac{tR^2}{(R^2+z^2)^{3/2}} .
\]

This yields 60.77 mT, against 60.70 mT from the full formula. The difference can be traced. For \(f(s)=R^2(R^2+s^2)^{-3/2}\), differentiating twice gives

\[
f''(s)=f(s)\,\frac{12s^2-3R^2}{(R^2+s^2)^2},
\]

and the leading correction to the midpoint rule is \(t^3f''(z)/24\). Relative to the estimate \(t f(z)\), this is

\[
\frac{t^2}{24}\,\frac{12z^2-3R^2}{(R^2+z^2)^2}
=\frac{4}{24}\times\frac{108-1200}{409^2}\approx-0.0011 ,
\]

which lowers 60.77 mT by 0.07 mT, as required.

**Distant point.** For \(z\gg R,t\), the thin-disk form becomes

\[
B\to\frac{2\pi MtR^2}{c^2z^3}=\frac{2m}{c^2z^3},\qquad m=\pi R^2tM ,
\]

the axial field of a point dipole. It is useless at \(z=3\) nm, where it exceeds the thin-disk value by the factor \((1+R^2/z^2)^{3/2}\approx300\).

**Wide disk.** For \(R\gg z,t\), the thin-disk form becomes

\[
B\approx\frac{2\pi M}{c^2}\,\frac{t}{R}.
\]

With \(t/R=0.1\) this gives 62.8 mT, about 3.5% above the full result, and is the quickest estimate here. It vanishes as \(R\to\infty\): a uniform film of unlimited width has no field outside it. The stray field is thus an effect of the finite width.

The height matters little on the axis. Differentiating the logarithm of the thin-disk form gives \(d\ln B/dz=-3z/(R^2+z^2)\), or about \(-2\%\) per nanometre at \(z=3\) nm.

### 4. What a neighbouring disk feels

**The field away from the axis.** The equivalent current runs along the rim, so the field must be examined there. Close to the rim, treat it as a long straight wire with current \(I=Mt\). At horizontal distance \(x\) inside the rim and height \(z\), the wire's field has magnitude \(2I/(c^2\sqrt{x^2+z^2})\). Its axial part carries the further factor \(x/\sqrt{x^2+z^2}\):

\[
B_{\rm wire}=\frac{2Mt}{c^2}\,\frac{x}{x^2+z^2}.
\]

Setting the derivative to zero gives \(z^2-x^2=0\), so the maximum is at \(x=z\). This predicts a peak 3 nm inside the rim, at radius 17 nm. Integration over the real circular rim, sampled every 0.25 nm in radius, puts the peak at 17 nm to within the sampling step, with a height of 102 mT. The straight wire gives the position but not the height: its own maximum, \(Mt/(c^2z)\), is only 67 mT, because it leaves out the curvature of the rim. The axis field is therefore not representative of the whole disk area.

**The area average.** The average axial field over the circle \(r<R\) is the flux divided by the area. By Stokes' theorem the flux is the line integral of the vector potential around the circle, \(2\pi R A_\varphi\), so

\[
\langle B\rangle=\frac{2\pi R\,A_\varphi(R,z)}{\pi R^2}=\frac{2A_\varphi(R,z)}{R}.
\]

The vector potential of a current is \(\mathbf A=c^{-2}\int I\,d\boldsymbol\ell/r\). An element at angle \(\varphi\) from the field point contributes \(R\cos\varphi\,d\varphi\) along \(\hat\varphi\), at distance \(\sqrt{4R^2\sin^2(\varphi/2)+s^2}\). Hence

\[
\langle B\rangle=\frac{2M}{c^2}\int_v^u ds\,J(s),\qquad
J(s)=\int_0^{2\pi}\frac{\cos\varphi\,d\varphi}{\sqrt{4R^2\sin^2(\varphi/2)+s^2}} .
\]

Numerical integration gives \(\langle B\rangle=80.5\) mT at \(z=3\) nm, a third more than on the axis.

A closed estimate for \(s\ll R\) shows where this comes from. Put \(\theta=\varphi/2\) and \(\cos\varphi=1-2\sin^2\theta\), and use the symmetry about \(\theta=\pi/2\):

\[
J=4\int_0^{\pi/2}\frac{d\theta}{\sqrt{4R^2\sin^2\theta+s^2}}
-8\int_0^{\pi/2}\frac{\sin^2\theta\,d\theta}{\sqrt{4R^2\sin^2\theta+s^2}} .
\]

In the second term \(s\) may be dropped, which leaves \(-(4/R)\int_0^{\pi/2}\sin\theta\,d\theta=-4/R\). In the first, write \(1=\cos\theta+(1-\cos\theta)\). The \(\cos\theta\) part integrates to

\[
\frac{1}{2R}\,\operatorname{arsinh}\frac{2R}{s}\approx\frac{1}{2R}\ln\frac{4R}{s}.
\]

The remaining part is finite at \(s=0\), where \((1-\cos\theta)/\sin\theta=\tan(\theta/2)\) gives

\[
\frac{1}{2R}\int_0^{\pi/2}\tan\frac{\theta}{2}\,d\theta=\frac{\ln2}{2R}.
\]

Adding the pieces, \(J\approx(2/R)\,[\ln(8R/s)-2]\). For a thin disk, set \(s=z\) and multiply by \(t\):

\[
\langle B\rangle\approx\frac{2\pi M}{c^2}\,\frac{t}{R}\times\frac{2}{\pi}\left[\ln\frac{8R}{z}-2\right].
\]

This gives about 79 mT, within 2% of the numerical value. The logarithm comes from the strong field near the rim, and makes the average more sensitive to height than the axis field is.

**The coupling energy.** The neighbour extends from \(z=2\) to \(4\) nm. Averaged over its volume, the field is 81.3 mT. A rigid moment \(m\) has energy \(-m\langle B\rangle\) when parallel to the first disk and \(+m\langle B\rangle\) when antiparallel. Its self-energy is unchanged by reversal. The stray field therefore favours parallel alignment, and reversal to antiparallel costs

\[
\Delta E=2m\langle B\rangle_{\rm vol}=2MV\langle B\rangle_{\rm vol},\qquad V=\pi R^2t .
\]

With \(V\approx2513\) nm³, the moment is \(2.51\times10^{-18}\) A m², and \(\Delta E=2.55\) eV. This is about a hundred times \(k_BT=0.0259\) eV at 300 K. It is the difference between two end states, not the barrier between them. The barrier also depends on the anisotropy and on the path of reversal, neither of which is specified here.

### 5. Three changes to the disk

**(i) An opposite partner.** The partner's centre is 6 nm below the point considered. Fields of rigid magnets add, so the net axis field is \(B(3\ \text{nm})-B(6\ \text{nm})=5.5\) mT. The partner removes 55.2 mT of the original 60.7 mT. The area average is less well compensated, falling from 80.5 to 26.9 mT. This agrees with part 4: doubling the distance changes the axis field little, but changes the logarithm in the average appreciably.

A stronger partner can cancel the average. At fixed geometry its contribution is proportional to its magnetization, and the equal partner supplies about 53.5 mT. A magnetization larger by \(80.5/53.5\approx1.5\) would bring the area average to zero at this height. The axis field would then be \(60.7-1.5\times55.2\approx-22\) mT. In this geometry, adjusting the partner's magnetization cannot remove both the average and the axis field.

**(ii) A dead rim.** With \(M\) and \(t\) fixed, the active radius falls to 19 nm and the axis field rises to 63.7 mT, an increase of 5%. There is less magnetic material, yet more field on the axis. The thin-disk form explains this:

\[
\frac{d\ln B}{d\ln R}=2-\frac{3R^2}{R^2+z^2}=\frac{2z^2-R^2}{R^2+z^2},
\]

which is negative when \(R>\sqrt2\,z\). Here it is \(-0.93\), so a 5% smaller radius gives nearly 5% more field. For a thin disk with \(R<\sqrt2\,z\) the trend is reversed. The gain does not extend to the whole area: averaged over the original circle of radius 20 nm, the field at this height falls from 80.5 to about 75 mT.

**(iii) Warming.** The field is proportional to \(M\). As a rough law take \(M\propto1-(T/T_C)^{3/2}\), with an assumed Curie temperature \(T_C=1100\) K, and let the stated magnetization apply at 300 K. Then

\[
\frac{M(400\ \text{K})}{M(300\ \text{K})}=\frac{1-(400/1100)^{3/2}}{1-(300/1100)^{3/2}}\approx0.91 ,
\]

and the axis field falls to about 55 mT. Within this law, a lower Curie temperature would give a larger loss. The law is crude, however. The 3/2 power describes low temperatures, and using the Curie temperature as its scale can greatly overstate the loss: bulk iron and cobalt lose only about 1 to 2% between 300 and 400 K. The bulk figure is no safe guide either, since layers only a nanometre or two thick generally lose magnetization faster than the bulk metal. The 9% found here illustrates the assumed law, and a real layer calls for its measured magnetization curve.

### The model beside a real cell

A magnetization near \(10^6\) A/m, a diameter of some tens of nanometres and a tunnel barrier of about 1 nm are roughly typical of perpendicular magnetic memory cells. A thickness of 2 nm is on the high side for a switchable layer whose perpendicular anisotropy comes from its interfaces. A thinner neighbour would have a smaller moment, and \(\Delta E\) would shrink roughly in proportion. The model also assumes a single isolated source. If the source layer is paired with an equal and opposite layer, at the spacing assumed in part 5, the axis field drops from 60.7 mT to 5.5 mT. The model also leaves out canting of the magnetization near the edge, domains, thermal tilting, and exchange or roughness coupling across the gap, whose effects have not been estimated here; \(\Delta E\) is the stray-field part of the coupling only. It further assumes an anisotropy strong enough to hold the magnetization along the axis, against the shape of a flat disk, which favours the plane. The value of 61 mT thus belongs to the axis of one isolated, uniformly magnetized disk. The numerical output lists the main computed values.

## Computed values

```
Disk radius: 20.0 nm
Disk thickness: 2.0 nm
Height above midplane: 3.0 nm
Magnetization: 1.00e+06 A/m
Magnetization in atomic units: 7.98925e-03 a.u.
Speed of light in atomic units: 137.036 a.u.
Prefactor 2 pi M/c^2: 628.32 mT
Bracket, first term: 0.19612 (no unit)
Bracket, second term: 0.09950 (no unit)
On-axis field, formula: 60.70 mT
On-axis field, formula: 2.5826e-07 a.u.
On-axis field, atomic dipole sum: 60.70 mT
On-axis field, rim current: 60.70 mT
Top face contribution: 565.80 mT
Bottom face contribution: -505.10 mT
Thin-disk estimate: 60.77 mT
Peak field over disk at same height: 102.0 mT
Radius of that peak (0.25 nm grid): 17.00 nm
Area-averaged field at same height: 80.5 mT
Volume-averaged field in neighbour: 81.3 mT
Parallel-to-antiparallel cost: 2.55 eV
Thermal energy kT at 300 K: 0.0259 eV
Partner layer centre below disk centre: 3.0 nm
Axis field with opposite partner: 5.5 mT
Area average with opposite partner: 26.9 mT
Dead rim width: 1.0 nm
Axis field with dead rim: 63.7 mT
Assumed rough Curie temperature: 1100 K
Magnetization ratio, 400 K to 300 K: 0.910 (no unit)
Axis field after warming to 400 K: 55.3 mT
```
